Shear strain at the silicon X point: valley displacement and transverse mass

**The numbers to be explained**

A shear strain of 0.5% moves the conduction minimum of a two-band model of silicon by only 4% of its distance from the X point. The same strain splits a transverse mass of 0.190 m₀ into 0.155 m₀ along [110] and 0.246 m₀ along [1−10]. The displacement is second order in strain and the mass splitting is first order. Both come from one avoided crossing at X.

**Conventions and scope**

Consider the two valleys on the z axis. Wave vector k is measured from X = (0,0,g), with g = 2π/a. The strain ε_xy is the tensor component, half the engineering shear angle. Spin-orbit coupling is omitted. Put the origin midway between two bonded atoms, at ±a(1,1,1)/8, and let m₀ be the free-electron mass.

The two conduction states that are degenerate at X will be called 1 and 2. The Hamiltonian to be derived is

H = [ħ²k_z²/2m_l + ħ²(k_x²+k_y²)/2m_t]·1 + (ħ²k₀k_z/m_l)σ_x − (Dε_xy − ħ²k_xk_y/M)σ_z.

Here m_l and m_t are the longitudinal and transverse masses, M is the mass in the k_xk_y coupling, and D is the shear deformation potential. The wave number k₀ is defined by the linear coupling. It will prove to be the distance of the unstrained minimum from X.

**Why these terms occur**

The two states transform like the following functions, each state being a mixture of the pair on its line:

state 1: i sin g(x+y), i sin gz

state 2: cos g(x−y), cos gz.

Keep the strain-free terms up to second order in k and the term linear in ε_xy at k = 0; products of strain and k are dropped. Four symmetries of the unstrained crystal then fix the form of H.

1. Inversion makes state 1 odd and state 2 even. It reverses k but not strain. Diagonal elements are therefore even in k, and off-diagonal elements are odd in k. A strain term independent of k must be diagonal. With inversion about the origin, the Fourier coefficients of the potential are real, so H is real in a plane-wave basis and σ_y is absent. The factor i in state 1 gives it real plane-wave coefficients; with plain real sines the same k_z coupling would appear as σ_y instead of σ_x.

2. The twofold rotation (x,y,z) → (a/4−x, a/4−y, z) leaves both states unchanged and reverses k_x and k_y. The linear off-diagonal term can then contain only k_z, and the diagonal terms k_xk_z and k_yk_z are forbidden.

3. The mirror x ↔ y leaves both states unchanged. It forbids k_x²−k_y² on the diagonal.

4. The fourfold rotoinversion about the atom at a(1,1,1)/8 sends the displacement (x′,y′,z′) from that atom to (y′,−x′,−z′). Since sin g(x+y) = cos g(x′+y′), this function becomes cos g(x′−y′) = cos g(x−y). Likewise sin gz becomes cos gz. The operation exchanges the states and reverses both k_xk_y and ε_xy. These two terms must therefore have opposite signs in the two states, which is the meaning of σ_z. The terms k_z² and k_x²+k_y² are unchanged and multiply the unit matrix.

Symmetry does not fix the coefficients or their signs. A small plane-wave calculation shows their origin.

**Masses from six plane waves**

Let |hkl⟩ denote a plane wave with wave vector g(h,k,l). The waves of lowest kinetic energy at X are |±1,±1,0⟩ and |0,0,±1⟩. Form the normalized combinations

A± = (|110⟩ ± |−1−10⟩)/√2

B± = (|1−10⟩ ± |−110⟩)/√2

C± = (|001⟩ ± |00−1⟩)/√2.

Set K = ħ²g²/2m₀. For a local atomic potential, the matrix element for a reciprocal vector G = g(h,k,l) is its form factor times cos[π(h+k+l)/4]. Let V₃ and V₈ be the form factors for |G|²/g² = 3 and 8. Inserting the cosines gives the same matrix in the bases (A−,C−) and (B+,C+):

diagonal elements 2K+V₈ and K; off-diagonal element √2V₃.

The uncoupled combinations A+ and B− both have energy E_v = 2K−V₈. They form the upper valence pair. The upper eigenvectors of the two equal matrices are the conduction states

|1⟩ = αA− + βC−, |2⟩ = αB+ + βC+, α²+β² = 1,

with common energy E_c > E_v. The lower eigenvectors have energy E_l.

Write Q = k/g. Moving away from X changes the kinetic energy of a wave n = (h,k,l) from Kn² to

K|n+Q|² = K(n² + 2n·Q + Q²).

The linear part acts on the combinations as

A− → 2K(Q_x+Q_y)A+

B+ → 2K(Q_x−Q_y)B−

C− → 2KQ_zC+.

The direct matrix element between 1 and 2 is 2Kβ²Q_z, which is the σ_x term.

The other states are eliminated by second-order perturbation theory: each contributes the product of its two couplings divided by E_c minus its own energy. The upper valence pair adds

to state 1: 4K²α²(Q_x+Q_y)²/(E_c−E_v)

to state 2: 4K²α²(Q_x−Q_y)²/(E_c−E_v).

Define s = 4Kα²/(E_c−E_v). Expanding the squares and adding the free kinetic energy gives

E₁,₂ = E_c + K(1+s)(Q_x²+Q_y²) ± 2KsQ_xQ_y,

with the plus sign for state 1. Comparison with H, using K = ħ²g²/2m₀, gives

m₀/m_t = 1+s, m₀/M = s,

and hence

1/M = 1/m_t − 1/m₀.

This relation belongs to the six-wave model; further bands make it approximate. Along z, the state at E_l is coupled with strength 2KαβQ_z, so

m₀/m_l = 1 + 4Kα²β²/(E_c−E_l).

The sign of D can be followed through the kinetic energy. Under ε_xy, the wave vector g(1,1,0) becomes g(1−ε_xy,1−ε_xy,0) to first order, while g(1,−1,0) becomes g(1+ε_xy,−1−ε_xy,0). Their kinetic energies are 2K(1−2ε_xy) and 2K(1+2ε_xy). Thus states 1 and 2 shift by −4Kα²ε_xy and +4Kα²ε_xy, a positive contribution to D. Changes in the potential and in the relative atomic positions also contribute, so the kinetic part alone does not determine D.

The fuller band calculation below gives D > 0, so positive shear lowers state 1. This is the state whose coupling to the valence pair is proportional to k_x+k_y, which makes it light along [110].

**The displaced minimum**

Define

δ = Dε_xy − ħ²k_xk_y/M.

The matrix bσ_x − δσ_z has eigenvalues ±√(b²+δ²), because its square is (b²+δ²)·1. The lower branch is therefore

E = ħ²k_z²/2m_l + ħ²(k_x²+k_y²)/2m_t − √[(ħ²k₀k_z/m_l)²+δ²].

Set k_x = k_y = 0 and introduce

E₀ = ħ²k₀²/m_l, η = Dε_xy/E₀, u = k_z/k₀.

Then

E/E₀ = u²/2 − √(u²+η²).

With R = √(u²+η²), the first two derivatives are

d(E/E₀)/du = u(1−1/R)

d²(E/E₀)/du² = 1 − 1/R + u²/R³.

For 0 < |η| < 1 the stationary points are u = 0 and R = 1. At R = 1 the second derivative is u² = 1−η² > 0, so these points are minima:

k_min = k₀√(1−η²).

At u = 0 the second derivative is 1−1/|η| < 0, so X is a maximum along k_z. Without strain the lower branch instead has a cusp at X, and its minima lie at ±k₀, as the definition of k₀ anticipated.

Inserting u² = 1−η² gives

E_min = −E₀(1+η²)/2.

The unstrained value is −E₀/2, so the shear shift is −E₀η²/2. At X the energy is −E₀|η|, and the barrier between the minima is

E₀(1+η²)/2 − E₀|η| = E₀(1−|η|)²/2.

Restoring k_z = k₀u in the second derivative gives the strained longitudinal mass

m_l′ = m_l/(1−η²).

For small η, k₀−k_min ≈ k₀η²/2. Reversing the shear leaves this displacement unchanged.

**The transverse masses**

At k_min the square root equals E₀ when k_x = k_y = 0. Let w = ħ²k_xk_y/M. Keeping k_z fixed,

√[E₀² − 2Dε_xyw + w²] = E₀ − ηw + O(w²).

The omitted term is fourth order in transverse wave vector. The minus sign before the square root turns −ηw into +ηw, so the transverse energy is

ħ²(k_x²+k_y²)/2m_t + ηħ²k_xk_y/M.

Holding k_z fixed does not affect the masses. At any k_z, E depends on transverse wave vector through quadratic terms, so its mixed derivatives with k_z vanish on the z axis.

Use axes along the diagonals:

p = (k_x+k_y)/√2, q = (k_x−k_y)/√2.

Then k_x²+k_y² = p²+q² and k_xk_y = (p²−q²)/2. The energy becomes

(ħ²p²/2)(1/m_t+η/M) + (ħ²q²/2)(1/m_t−η/M).

The required masses are therefore

1/m_[110] = 1/m_t + η/M

1/m_[1−10] = 1/m_t − η/M.

The anisotropy is linear because strain gives the two partners unequal weights in the lower state. Reversing ε_xy exchanges the two masses.

**At and beyond valley merger**

At |η| = 1 the minima meet at X. Expanding the square root for small u gives

E/E₀ = −1 + u⁴/8 + O(u⁶).

The quadratic term has vanished, so a finite longitudinal effective mass cannot describe this point.

For |η| > 1, R = 1 is unattainable and the minimum is at u = 0, with energy −E₀|η|. There the square root expands as |Dε_xy| − sgn(η)w, giving

1/m_[110] = 1/m_t + sgn(η)/M

1/m_[1−10] = 1/m_t − sgn(η)/M

m_l′ = m_l/(1−1/|η|).

In this model the transverse masses no longer change with strain, because the lower state at X is purely one partner. Coupling to other bands leaves a weaker strain dependence in a fuller calculation. If the six-wave relation for M is used, the heavier transverse mass is m₀. An implementation must also change its valley count: the two minima at ±k_min have become one minimum at X.

**Worked silicon example**

The following are rough silicon parameters: a = 0.5431 nm, m_t = 0.19 m₀, m_l = 0.92 m₀, D = 14 eV and k₀ = 0.15 g. The six-wave relation gives M = 0.2346 m₀. Then

k₀ = 0.15 × 2π/0.5431 = 1.735 nm⁻¹

E₀ = ħ²k₀²/m_l = 0.2494 eV.

For ε_xy = 0.005,

η = 14 × 0.005/0.2494 = 0.2806

k_min = 1.735√(1−0.2806²) = 1.666 nm⁻¹.

The minimum moves 0.070 nm⁻¹ towards X. Its shear energy shift is −9.8 meV, and the barrier at X is 64.5 meV. In units of 1/m₀, the inverse transverse masses are

[110]: 5.263 + 0.2806 × 4.263 = 6.459

[1−10]: 5.263 − 0.2806 × 4.263 = 4.067.

Thus m_[110] = 0.155 m₀ and m_[1−10] = 0.246 m₀. The longitudinal mass rises to 0.999 m₀.

With all other parameters fixed, the formulas give this strain dependence:

0.25%: k_min/k₀ = 0.990; transverse masses 0.171 and 0.214 m₀

1.00%: k_min/k₀ = 0.828; transverse masses 0.131 and 0.348 m₀

1.50%: k_min/k₀ = 0.540; transverse masses 0.113 and 0.597 m₀

2.00%: k_min/k₀ = 0; transverse masses 0.105 and 1.000 m₀.

Merger occurs at E₀/D = 1.78%. The last line extrapolates linear deformation theory to a large strain and should be read as a property of the model.

**Stress and the other valleys**

Uniaxial tension σ along [110] has shear component σ_xy = σ/2. Hooke's law gives σ_xy = 2c₄₄ε_xy, so

σ = 4c₄₄ε_xy.

With a rough c₄₄ of 80 GPa, the example needs 1.6 GPa. Compression along [110] reverses ε_xy.

This stress also separates the z valleys from the four x and y valleys. Since σ_xx = σ/2 and σ_zz = 0,

ε_xx−ε_zz = σ/[2(c₁₁−c₁₂)].

The z valleys are lowered relative to the others by Ξ_u(ε_xx−ε_zz), where Ξ_u is the uniaxial deformation potential. Rough values c₁₁−c₁₂ = 102 GPa and Ξ_u = 9 eV give 70.6 meV. Adding the shear shift gives 80.4 meV. The shear part is a two-band estimate: in the fuller band calculation below, 0.5% shear lowers the z valleys relative to the others by 7.1 meV, against 8.5 meV from −E₀η²/2 with that calculation's parameters.

**What a 300 K calculation must include**

The barrier of 64.5 meV is only 2.5 times the thermal energy, 25.85 meV. Carriers therefore sample the nonparabolic band. A Boltzmann average of the inverse mass along direction i is

1/m̄_i = ⟨v_i²⟩/(k_BT), v_i = (1/ħ)∂E/∂k_i.

It equals the average curvature divided by ħ², by integration by parts. Trapezoidal integration of the lower branch gives m̄_[110] = 0.153 m₀ and m̄_[1−10] = 0.304 m₀. The second is 24% above its band-bottom value.

The velocities show why the directions differ. With R_E denoting the square root in E,

v_p = ħp[1/m_t + δ/(R_EM)]

v_q = ħq[1/m_t − δ/(R_EM)].

Since δ = Dε_xy − ħ²(p²−q²)/2M, increasing q raises δ/R_E and makes the [1−10] direction heavier. Increasing p lowers δ/R_E, which makes [110] heavier, but states nearer X have larger δ/R_E and are lighter along [110]. In this example the average along [110] changes little.

The same integral gives an effective density of states of 1.08 × 10¹⁹ cm⁻³ for the two z valleys, against 0.98 × 10¹⁹ cm⁻³ from the parabolic masses. At a chosen electron density of 10¹⁷ cm⁻³, the ratio to the full value is 0.009, so Boltzmann statistics are suitable. With parabolic x and y valleys and the 80.4 meV splitting, those four valleys hold 7% of the electrons.

**Comparison with a fuller band calculation**

A local empirical-pseudopotential calculation estimates the error of the two-band reduction. It used 116 plane waves and form factors V₃ = −0.21, V₈ = 0.04 and V₁₁ = 0.08 Ry. A cubic spline in |G|²/g², with chosen end values of −0.60 Ry at 0 and zero at 16, zero second derivative at 0 and zero slope at 16, supplied the form factors at strained reciprocal vectors, and an internal-strain parameter of 0.53 set the relative atomic displacement. This reference omits nonlocal potentials, self-consistency and spin-orbit coupling.

Its states at X give D = 13.1 eV; another smooth interpolation, piecewise cubic and shape-preserving, gives 15.2 eV. With the spline, changing the end value at 0 to −0.40 or −0.80 Ry gives 17.1 or 9.0 eV. This calculation therefore supports the sign and rough size of D, but leaves its value uncertain by several eV. Basis size matters far less: going to 222 waves changes D by −0.004 eV and m_[110] by 0.0001 m₀. The sum over bands gives m₀/M = 4.19, of which the upper valence pair supplies 4.13, while m₀/m_t−1 = 4.04. The six-wave relation is therefore accurate to about 3.5% in this calculation.

At 0.5% shear, the full bands give transverse masses of 0.159 and 0.224 m₀ with the spline as first specified; over the interpolation choices above they range from 0.151 to 0.168 m₀ and from 0.244 to 0.207 m₀. The numbers that follow refer to the first spline. Their inverse-mass difference is 1.83/m₀. The two-band formula with parameters taken at X gives 2.18/m₀, or 19% more (13% to 33% over the interpolation choices), and masses of 0.163 and 0.253 m₀, the second 13% above the full-band value. For the move towards X it gives 0.0049 g, against 0.0053 g from the full bands. Writing the lower band as the average of the two conduction bands minus half their gap separates the causes of this 0.35/m₀ discrepancy. Omitted terms multiplying the unit matrix, such as ε_xyk_xk_y, account for 0.14/m₀. The other 0.21/m₀ comes from changes in the gap terms with strain and with distance from X.

**Use in a real device**

The example's stress is on the gigapascal scale relevant to strongly strained silicon channels, and its unstrained masses are typical rough values for silicon. The calculation nevertheless describes bulk, lightly populated valleys. At 300 K the assumption of a constant mass already fails: thermal averaging moves the [1−10] value from 0.246 to 0.304 m₀. A transistor channel also has confinement and often a much higher carrier density, whose effects are not sized here. For such a channel, insert the two-band H into the confinement problem instead of using only its band-bottom masses. A lower [110] mass favours current along that direction if scattering and valley populations are held fixed; it does not by itself determine mobility.

For the x valleys, replace ε_xy by ε_yz and permute the axes cyclically; for the y valleys use ε_zx. If a stress solver returns engineering shear, halve it before forming η. Near |η| = 1, use the full lower branch, because the longitudinal parabola fails there.
